# Constraint Counting and the Rigidity Threshold of Germanium–Selenium Glass

## Problem

A covalent glass is a disordered network of atoms joined by strong bonds. Stretching a bond or changing the angle between two bonds at an atom costs much energy. Rotating one part of the network about a bond costs little. A network with few bonds per atom can therefore deform softly, while one with many bonds cannot.

Idealize this as follows. All bond lengths and all bond angles are fixed, and every other force is zero. An atom has $r\ge 2$ bonds, and $\langle r\rangle$ is the average of $r$ over all atoms.

1. At what $\langle r\rangle$ does the number of constraints equal the number of degrees of freedom in three dimensions?
2. In the glass $\mathrm{Ge}_x\mathrm{Se}_{1-x}$, where $x$ is the atomic fraction of germanium, each Ge has four bonds and each Se has two. No bond is missing. At what $x$ does the balance occur?
3. How far do missing bonds, soft angles and an uneven network disturb the answer?

## First estimate by scaling

Each atom has three coordinates, so balance needs about three constraints per atom. A bond is shared by two atoms, which gives $r/2$ length constraints per atom. An atom with $r$ bonds has $r(r-1)/2$ pairs of bonds, hence as many angles. If every angle counts,

$$
\frac r2+\frac{r(r-1)}2=\frac{r^2}{2}.
$$

The number of constraints grows as the square of the coordination. Treating every atom as if it had the mean coordination, we set $\langle r\rangle^2/2\approx 3$ and find

$$
\langle r\rangle\approx\sqrt6\approx2.45 .
$$

For the glass, the mean coordination is

$$
\langle r\rangle=4x+2(1-x)=2+2x, \tag{1}
$$

so the estimate gives $x\approx(2.45-2)/2\approx0.22$.

Two points in this estimate are doubtful. The angles at an atom may not all be independent, and the average of $r^2$ is not the square of the average.

## Exact solution of the counting problem

**Independent angles.** The directions of $r$ bonds are $r$ unit vectors $\mathbf u_i$, each described by two angular coordinates, $2r$ in all. Rotating all the vectors together changes no bond angle, and there are three independent rotations. At most $2r-3$ angles can therefore be independent.

This number is reached if no other small motion preserves all the angles. For $r=2$ there is one angle, and it can be varied as long as the bonds are not collinear, so the number is $1=2\cdot2-3$. For $r\ge3$, take three bonds that do not lie in a plane. Their small changes can be written $\delta\mathbf u_i=A\mathbf u_i$ with some matrix $A$, because the three vectors form a basis. Fixed lengths and angles require

$$
\delta(\mathbf u_i\cdot\mathbf u_j)=\mathbf u_i\cdot(A+A^{T})\mathbf u_j=0
$$

for all $i,j$ among the three. Hence $A+A^{T}=0$, which makes $A$ a small rotation. Remove this rotation, so that the three vectors are at rest. Any further bond $\mathbf u_k$ must then satisfy $\delta\mathbf u_k\cdot\mathbf u_i=0$ for three basis vectors, so $\delta\mathbf u_k=0$. The rotations are the only motions left, and the number of independent angles is $2r-3$. The argument needs three bonds that do not lie in a plane. If all bonds of an atom are coplanar, out-of-plane motions leave the angles unchanged to first order and the number is smaller: two instead of three for a planar threefold atom. Tetrahedral Ge and bent Se are not affected.

A fourfold atom has six angles, of which five are independent. A direct calculation of the angle derivatives confirms this, both for random directions and for the ideal tetrahedron.

**Sum over the network.** An atom contributes

$$
\frac r2+(2r-3)=\frac{5r}{2}-3
$$

constraints: 2 for Se and 7 for Ge. The expression is linear in $r$, so its average depends on $\langle r\rangle$ alone. With $N$ atoms and $N_c$ counted constraints,

$$
n_c\equiv\frac{N_c}{N}=\frac52\langle r\rangle-3. \tag{2}
$$

**Balance.** Setting $n_c=3$ gives $\tfrac52\langle r\rangle=6$, hence

$$
\langle r\rangle_c=\frac{12}{5}=2.4 .
$$

Inserting (1) into (2) gives

$$
n_c=\frac52(2+2x)-3=2+5x, \tag{3}
$$

and $2+5x=3$ yields

$$
x_c=\frac15=0.20,\quad\text{or }20\text{ at.\%}.
$$

**Limits.** At $x=0$ the material consists of selenium chains with $n_c=2$. One freedom per atom is left over. A long chain has one bond per atom, and this freedom is the rotation about that bond. At $x=1/3$, the composition $\mathrm{GeSe_2}$, $n_c=3.67$ exceeds 3: the constraints cannot all be independent, and a generic network cannot satisfy all its preferred lengths and angles at once. If angles cost nothing, only $\langle r\rangle/2$ constraints remain, and balance would need $\langle r\rangle=6$. No Ge–Se composition reaches that value, so the angular forces are essential to the threshold.

**The same result from rotations about bonds.** Treat each Ge atom with its four bonds as a rigid body with six freedoms. Let a chain of $k$ Se atoms link two such bodies. The chain has $k+1$ bonds, and each permits one rotation. Two free bodies have six relative freedoms, so for $k\le5$ and generic dihedral angles (not a flat chain) the link removes

$$
6-(k+1)=5-k
$$

of them. Four links meet at each Ge and each link is shared by two, so there are two links per Ge. Balance requires $2(5-k)=6$, or $k=2$. There are then four Se per Ge, and again $x=1/5$.

## What the count leaves out

**Redundant constraints.** A constraint that follows from others removes no freedom. If $R$ of the counted constraints are redundant, the number of motions that cost no energy is

$$
F=3N-N_c+R. \tag{4}
$$

In a finite sample $F$ includes three translations and three rotations of the whole. They are a correction of order $1/N$ to the count per atom.

Equation (4) can be examined on networks of $N=120$ atoms by finding how many of their constraints are truly independent. At fixed bond lengths, fixing an angle is equivalent to fixing a second-neighbour distance, so distances suffice. The atoms are put at random positions, which tests the connectivity and not the shape of a real glass.

With Se spread as evenly as possible over the links, $F=60$ at $x=0.10$ and $F=30$ at $x=0.15$. The straight line through these values reaches zero at

$$
x=0.10+0.05\times\frac{60}{60-30}=0.20 .
$$

$F$ itself cannot fall below 6. The internal motions, $F-6=54$ and $24$, extrapolate to zero at $x=0.10+0.05\times54/30=0.19$; this shift of $6/(5N)=0.01$ is the finite-size correction for $N=120$. At $x=0.20$ the count gives $3N-N_c=0$, while $F=6$: only the rigid motions remain, and $R=6$. At $x=0.25$ and $0.30$, $F$ stays at 6 and the added constraints are all redundant.

**Uneven chains.** If Se atoms are instead inserted into randomly chosen bonds, the mean of four networks at $x=0.20$ is $F=19.25$. Subtracting 6 leaves 13.25 internal floppy motions, or 3.7 % of $3N=360$. Single networks scatter by about 5 in $F$, so a mean of four is uncertain by about 2.5, or 0.7 % of $3N$. The reason lies in the long chains. A chain with $k>5$ has more than six rotations, but holding both its ends imposes only six conditions. At least $k-5$ motions survive inside it, however rigid the surroundings are. In these networks such chains account for at least 12.25 of the 13.25 motions. Freedom stored in a long chain cannot relieve excess constraints elsewhere, so in this random model the balance of totals does not mark the point where the last floppy motion disappears. Some floppy motions persist at $x=0.30$, where the mean of four networks is $F=8.00$, uncertain by more than one unit. The size of the effect depends on the model. Random insertion leaves about a third of the links at $x=0.20$, and nearly half at $x=0.30$, as direct Ge–Ge bonds, which frees Se for long chains. Se-rich Ge–Se glasses contain few such bonds. If every link first receives one Se and only the rest are inserted at random, networks of this size keep about one internal floppy motion on average at $x=0.20$ and practically none at $x=0.30$.

**Missing bonds.** Let a fraction $n_1$ of all atoms be Se with only one bond. Such an atom has half a length constraint and no angle. The formula $2r-3$ would give $-1$ angle here and must not be used. The balance becomes

$$
7x+2(1-x-n_1)+\tfrac12n_1=3 .
$$

Collecting terms gives $5x=1+\tfrac32n_1$, so

$$
x_c=0.20+0.30\,n_1 .
$$

For $n_1=0.01$ the threshold moves to $x_c=0.203$. As a check on the count, cutting one Se–Se bond removes one length and two angles. Cutting six such bonds in the even network at $x=0.20$ should thus raise $3N-N_c$ from 0 to 18, and the network indeed has $F=18$.

**Soft angles.** If a fraction $b$ of the Se angles is too soft to count, (3) loses $b(1-x)$ constraints per atom:

$$
2+5x-b(1-x)=3
\quad\Longrightarrow\quad
x_c=\frac{1+b}{5+b}.
$$

For $b=0.05$, $x_c=0.208$. If all Se angles are soft, the threshold moves to $x_c=1/3$. An even network at that composition, with every Se angle released, has $3N-N_c=0$ and $F=6$: the count balances, and only the rigid motions remain.

## Comparison of estimate and solution

The estimate $\langle r\rangle\approx2.45$ lies 2 % above the solution 2.4. In composition, the estimate before rounding, 0.2247, lies about 12 % above 0.20, because $x$ depends on the small difference $\langle r\rangle-2$.

The agreement rests partly on two errors of opposite sign. At $x=0.20$ the estimate gives $2.4^2/2=2.88$ constraints per atom instead of 3.

- It counts one redundant angle at each Ge, which adds $0.20$ per atom.
- It replaces $\langle r^2\rangle=0.2\times16+0.8\times4=6.40$ by $\langle r\rangle^2=5.76$, which removes $(6.40-5.76)/2=0.32$ per atom.

The net error is $0.20-0.32=-0.12$. The estimate undercounts and so places the threshold too high. Curing only the second error gives $8x+2(1-x)=3$, or $x=1/6\approx0.17$, which is further from the solution than the cruder estimate. The linear law (2) is what makes the mean coordination a sufficient variable.

## The real glass

A 10 g batch at the threshold, with molar masses of about 73 g/mol for Ge and 79 g/mol for Se, needs

$$
m_{\mathrm{Ge}}=10\ \mathrm g\times
\frac{0.20\times73}{0.20\times73+0.80\times79}
\approx1.9\ \mathrm g
$$

of germanium and about 8.1 g of selenium, if nothing is lost in melting.

The assumption that a real glass plainly breaks is that all other forces vanish. Weak forces between chains give the floppy motions a finite frequency. Taking rough mode energies of 5 meV for floppy motion and 30 meV for bond stretching, and equal moving masses, the ratio of stiffnesses is $(5/30)^2\approx0.03$. The weak forces are small but not zero, so a real glass below the threshold is still a solid, and a change of elastic behaviour near 20 at.% can be gradual. The 1 % of dangling atoms and 5 % of soft angles used above are chosen values, not measured ones; they shift the threshold by 0.003 and 0.008 in $x$. The value $x=0.20$ is thus a guide to where constraints and freedoms balance, provided that nearly all bonds are formed and both kinds of angle are stiff. By itself it does not predict the size of a change in any measured property. The numerical output lists the network results, as means for the random networks.

## Computed results

```
One atom: bonds r, all angles, independent angles, constraints
  r=2:  1 angles, 1 independent, 2.0 constraints per atom
  r=3:  3 angles, 3 independent, 4.5 constraints per atom
  r=4:  6 angles, 5 independent, 7.0 constraints per atom
  r=5: 10 angles, 7 independent, 9.5 constraints per atom
Ideal tetrahedron: 5 independent angles
Critical mean coordination from the count: 2.40
Critical Ge fraction from the count: 0.20 = 20 at.%
Networks of N=120 atoms, 3N=360; F includes 6 rigid motions
Random F is the mean of 4 networks
  x     <r>   Nc/N  3N-Nc  F(even)  redundant(even)  F(random)
  0.10  2.20  2.50     60     60           0             60.75
  0.15  2.30  2.75     30     30           0             34.25
  0.20  2.40  3.00      0      6           6             19.25
  0.25  2.50  3.25    -30      6          36             10.50
  0.30  2.60  3.50    -60      6          66              8.00
Extrapolation of F to zero from x=0.10 and 0.15: x=0.200, <r>=2.400
Molar masses: Ge 72.63 g/mol, Se 78.97 g/mol
Batch of 10.0 g: Ge 1.869 g, Se 8.131 g
Cutting 6 Se-Se bonds at x=0.20: F=18
Dangling Se, 1 % of atoms: critical x=0.2030, <r>=2.3960
Soft-angle test: 25 % of Se angles loose, x=0.2381: F=6
  10 further angles loosened: F=10
All Se angles loose: critical x=0.3333, F=6
Soft Se angles, 5 %: critical x=0.2079
Random network at x=0.20: 13.25 internal floppy modes = 3.7 % of 3N
  of these at least 12.25 lie in chains of more than 5 Se
Rough mode energies: floppy 5 meV, stretching 30 meV
Weak-to-strong stiffness ratio (equal masses): 0.028
```
